# Simulating Ionization When Every Collision Resets the Electron Energy

Before a Monte Carlo calculation of impact ionization in an insulating film is started, one must decide how many free flights to pay for. If every collision returns the electron to zero energy, the answer is about $e^{L/\lambda}/\epsilon^2$ flights for a relative error $\epsilon$. Here $\lambda$ is the mean distance between collisions and $L$ is the collision-free distance needed to reach the ionization threshold; the estimate holds when $L$ is several times $\lambda$. At $L/\lambda=6$ and $\epsilon=1\%$ this means four million flights. The same model has a closed ionization coefficient, so the code can be judged before its collision rule is made more realistic.

## Model and conventions

An electron moves along a uniform field of magnitude $F$ and gains energy $eF$ per unit distance, with $e>0$ the elementary charge. The motion is one-dimensional and always down the potential. Three rules define the model.

1. Collisions have the constant probability $dx/\lambda$ in each element of distance $dx$, whatever the energy.
2. A collision sets the energy to zero.
3. When the energy reaches $E_{\rm th}$ the electron ionizes at once, and its energy is again set to zero.

The threshold is therefore reached after a collision-free distance

$$L=\frac{E_{\rm th}}{eF},\qquad s=\frac{L}{\lambda},\qquad q=e^{-s}.$$

The coefficient $\alpha$ is the number of ionizations per unit distance made by one followed electron on a long path. Secondary electrons are not followed, and holes do not ionize. Lengths are in nm and energies in eV, so a field of 10 MV/cm is 1 V/nm.

## Derivation

Let $P(x)$ be the probability of no collision up to $x$. Rule 1 gives $dP/dx=-P/\lambda$ with $P(0)=1$, hence $P=e^{-x/\lambda}$. The free flight $x$ has density $e^{-x/\lambda}/\lambda$, and it reaches the threshold with probability $P(L)=q$.

A flight stops at a collision or at $L$, whichever comes first, so the distance covered is $y=\min(x,L)$. The mean of a non-negative length is the integral of the probability that it exceeds $x$:

$$\langle y\rangle=\int_0^L e^{-x/\lambda}\,dx=\lambda(1-q).$$

Let $D$ be the mean distance from zero energy to the next ionization. The electron first covers $\langle y\rangle$ on average. With probability $q$ it has then ionized; with probability $1-q$ it has collided and starts afresh. Therefore

$$D=\lambda(1-q)+(1-q)D .$$

Moving the last term to the left leaves $qD=\lambda(1-q)$. Division by $q$ gives $D=\lambda(e^{s}-1)$, and

$$\boxed{\alpha=\frac1D=\frac{1}{\lambda\left(e^{L/\lambda}-1\right)}}$$

For $s\gg1$ this becomes $e^{-s}/\lambda$: collisions occur at rate $1/\lambda$, and each starts a new attempt that succeeds with probability $e^{-s}$. For $s\ll1$, $e^s-1\approx s(1+s/2)$, so

$$\alpha\approx\frac1L\left(1-\frac s2\right).$$

Collisions are then rare, and the electron ionizes nearly once in every distance $L$.

## Scheme

After an ionization the distance to the next collision can be drawn afresh, because

$$\frac{P(L+x)}{P(L)}=e^{-x/\lambda}.$$

The collision process keeps no memory of the distance already covered. One random number per flight suffices:

    K = 0; Y = 0; Y2 = 0
    repeat N times:
        U = uniform random number in (0,1]
        x = -lambda * log(U)
        y = min(x, L)
        if x >= L: K = K + 1
        Y  = Y + y
        Y2 = Y2 + y*y
    a   = K / Y
    err = sqrt(K - 2*a*L*K + a*a*Y2) / Y

The estimate is events divided by path. For its error, let $I$ be 1 for an ionizing flight and 0 otherwise, and put $r=I-\alpha y$. Since $\langle I\rangle=q$ and $\alpha\langle y\rangle=q$, the mean of $r$ is zero. Also

$$\frac{K}{Y}-\alpha=\frac{\sum r}{Y},$$

so for large $N$ the standard error is $\sqrt{\sum r^2}/Y$. Squaring $r$ and using $I^2=I$ and $Iy=IL$ gives

$$\sum r^2=K-2\alpha LK+\alpha^2\sum y^2 .$$

This is the expression in the last line, with the estimate $a$ in place of $\alpha$.

With $\lambda=1$ and four million flights for each $s$, the scheme gives these values of $\alpha\lambda$:

| $s$ | simulated | formula |
|---|---|---|
| 0.5 | 1.5420 ± 0.0004 | 1.5415 |
| 1 | 0.5823 ± 0.0003 | 0.5820 |
| 2 | 0.1565 ± 0.0002 | 0.1565 |
| 4 | 0.01868 ± 0.00006 | 0.01866 |

## Cost

An ionization takes $1/q=e^s$ flights on average. For large $s$ the first term of $\sum r^2$ dominates, so the relative error is close to $1/\sqrt K$. With $K\approx Nq$, a relative error $\epsilon$ requires

$$N\approx\frac{e^s}{\epsilon^2}.$$

Halving the field doubles $s$ and so squares the factor $e^s$. Memory use does not grow with $N$, since flights can be drawn in batches and only the sums kept.

If a run gives no event, the estimate zero is not informative, but a limit is. The probability of no event is $(1-q)^N\approx e^{-Nq}$. It falls below 5% when $Nq>3$, so an empty run excludes $q>3/N$ at that level.

## Stability and failure modes

**Evaluating the formula.** For small $s$ the difference $e^s-1$ loses digits, and a library function for $e^s-1$ avoids this. For large $s$ the exponential can overflow; the equivalent form $e^{-s}/[\lambda(1-e^{-s})]$ does not.

**Adding the wrong path.** If an ionizing flight contributes its full length $x$ instead of $L$, the mean path per flight is $\lambda$ and the result is $q/\lambda$. That describes another model, in which an electron above threshold waits for its next collision and ionizes there. The ratio of the two coefficients is $1/(1-q)$. They differ by 0.25% at $s=6$, but at $s=0.5$ the delayed law gives $\alpha\lambda=0.607$ instead of 1.54. A code should therefore be tried at small $s$, where this error is visible.

**Coarse random numbers.** If the smallest nonzero uniform number is $2^{-b}$, the longest flight is $b\lambda\ln2$. For $b=32$ this is $22\lambda$, and no ionization can occur at larger $s$, however long the run.

**Fixed steps.** A code with a more general collision rule often advances the energy in steps $h$. Suppose that a collision is drawn after each step and that $n=L/h$ is an integer. With survival probability $p$ per step, an attempt lasts $1+p+\dots+p^{n-1}=(1-p^n)/(1-p)$ steps on average and succeeds with probability $p^n$. The renewal argument then gives

$$D_h=h\,\frac{p^{-n}-1}{1-p}.$$

The choice $p=e^{-h/\lambda}$ makes $p^{-n}=e^s$. Since $h/(1-e^{-h/\lambda})\approx\lambda(1+h/2\lambda)$, the coefficient is too small by the fraction $h/2\lambda$, independent of $s$.

The choice $p=1-h/\lambda$ is worse. It gives $D_h=\lambda(p^{-n}-1)$, with

$$-n\ln p\approx s+\frac{sh}{2\lambda},$$

so for large $s$ the fractional error is about $sh/2\lambda$. If $L/h$ is not an integer, the threshold distance is rounded up by some $\delta<h$, which multiplies $\alpha$ by about $e^{-\delta/\lambda}$ at large $s$.

A step simulation with $p=e^{-h/\lambda}$, $h=\lambda/100$ and $s=3$ followed 20,000 electrons over $40\lambda$, after discarding the first $20\lambda$. It gave $\alpha\lambda=0.0518$, against 0.0524 from the formula. Of the 1.1% deficit, 0.5% is the step bias just derived. The rest is comparable with the sampling error, about 0.4% for some 41,000 events.

## Short films

A film of usable length $W$ gives fewer than $\alpha W$ ionizations per electron, because the electron enters with zero energy. Let $m(W)$ be the mean number. An ionization at $x$ requires a reset at $x-L$ and no collision in between, which has probability $q$. The reset is the entry itself, a collision (density $1/\lambda$), or an earlier ionization. Summing over resets between 0 and $W-L$ gives

$$m(W)=q\left[1+\frac{W-L}{\lambda}+m(W-L)\right]\quad(W\ge L),$$

and $m=0$ for $W<L$. Insert $m=aW+c$. The terms in $W$ give $a=q(1/\lambda+a)$, whose solution is $a=\alpha$. The constants give

$$c=\frac{q}{1-q}(1-s-\alpha L)=-\alpha\lambda(s-1+\alpha L).$$

Any deviation from this line is multiplied by $q$ each time $W$ grows by $L$, so it soon vanishes when $s$ is large. The film then acts as if it were shorter by $\lambda(s-1+\alpha L)$. A simulation made of many short paths has the same deficit unless the start of each path is discarded.

## Avalanche growth is another quantity

If secondaries are followed, the population grows as $e^{gx}$, and $g$ is not $\alpha$. Let both electrons leave an ionization with zero energy, and let $\ell$ be the random distance to the next ionization. Fresh electrons at $x$ come in pairs from electrons that were fresh at $x-\ell$, so steady growth requires $2\phi=1$ with $\phi=\langle e^{-g\ell}\rangle$. Put $u=g\lambda$ and $Q=e^{-s(1+u)}$. Separating the first flight into success and collision gives

$$\phi=Q+\phi\int_0^L\frac{dx}{\lambda}e^{-(1+u)x/\lambda}=Q+\phi\,\frac{1-Q}{1+u}.$$

Collecting $\phi$ gives $\phi=(1+u)Q/(u+Q)$. The condition $2\phi=1$ becomes $2(1+u)Q=u+Q$, or

$$u=(1+2u)\,e^{-s(1+u)}.$$

For small $q$, put $u\approx q$ on the right: $u\approx q(1+2q-sq)$. Since $\alpha\lambda=q/(1-q)\approx q(1+q)$, the growth rate differs from $\alpha$ by the fraction $-(s-1)q$. Small $q$ means that $s$ is well above 1, so the growth rate is lower here: a growing population contains a larger share of recently born electrons, which have not yet had room to reach threshold. The sign change at $s=1$ lies outside the range of this expansion and is not real; at $s=1$ the full equation gives $u=0.45$, still below $\alpha\lambda=0.58$.

At $s=2$ a numerical root search gives $u=0.131$, while $\alpha\lambda=0.157$. A branching simulation with 5000 initial electrons and steps of $\lambda/100$, with growth measured between $10\lambda$ and $25\lambda$, gives 0.130. A code that fits the growth of the population must be compared with $g$.

## Example: a silica spacing near breakdown

Take a 50 nm spacing of dense silica in a voltage ramp at $F=10$ MV/cm, or 50 V across the spacing. Let $E_{\rm th}=9$ eV, roughly the band gap, and $\lambda=1.5$ nm. Then $L=9/1=9$ nm, $s=9/1.5=6$, and

$$\alpha=\frac{1}{1.5\,(e^6-1)}\ {\rm nm}^{-1}=1.66\times10^{-3}\ {\rm nm}^{-1}=1.66\times10^4\ {\rm cm}^{-1}.$$

The mean distance between ionizations is 604 nm, twelve times the spacing. Twenty million flights gave 49,658 events and $\alpha=(1.659\pm0.007)\times10^{-3}$ nm$^{-1}$. That is 403 flights per event, as $e^6$ requires, and a relative standard error of 0.44%. The avalanche growth rate is 1.2% below $\alpha$.

For field acceleration, hold $\lambda$ and $E_{\rm th}$ fixed. Then $ds/dF=-s/F$ and $d\ln\alpha/ds=-e^s/(e^s-1)=-1/(1-q)$, so

$$\frac{d\ln\alpha}{dF}=\frac{s}{F(1-q)}=0.60\ {\rm per\ MV/cm}.$$

The coefficient is 3.7, 16.6 and $45.2\times10^3$ cm$^{-1}$ at 8, 10 and 12 MV/cm. The first interval gives a factor 4.5 and the second 2.7. A straight line for $\ln\alpha$ against $F$, with the slope taken at 10 MV/cm, would give a factor 3.3 for each. It overestimates $\alpha$ at both ends.

Electrons that tunnel from the cathode through a 3.5 eV barrier enter the conduction band after $3.5/1=3.5$ nm, which leaves $W=46.5$ nm. The recursion gives $m=0.0646$ ionizations per electron, and a flight simulation of 400,000 electrons gives 0.0643. The product $\alpha W=0.077$ is 19% too high. The linear form explains the difference: the effective length is shortened by $1.5(6-1+0.015)=7.5$ nm.

## What real silica changes

The field, gap and spacing are roughly those of dense silica driven to breakdown; a circuit in use runs at much lower fields. The length $\lambda$ is a model choice, to be read as an effective energy-loss length. The full reset is far from what a real phonon collision does, since a phonon removes roughly 0.15 eV at most. Suppose each collision removes $w=0.15$ eV, with $\lambda$ and forward motion unchanged. In a steady state the energy gained per unit distance equals the energy lost to phonons and ionization. Apart from collisions at energies below $w$,

$$eF=\frac w\lambda+\alpha E_{\rm th},\qquad \alpha=\frac{1-0.15/1.5}{9}=0.100\ {\rm nm}^{-1}.$$

A step simulation gives the same value. This is 60 times the reset result, so inserting a phonon scattering length for $\lambda$ in the boxed formula is not justified.

Momentum conservation acts the other way. For equal parabolic masses, the two electrons and the hole have least kinetic energy when they share the momentum equally. Each then has one ninth of the initial kinetic energy $T$, together $T/3$. Hence $T-T/3=E_{\rm gap}$, and the threshold is $1.5E_{\rm gap}=13.5$ eV. Keeping the full reset, $s$ becomes 9 and $\alpha$ falls to 0.050 of its value. Holes in silica are much heavier than electrons, however, so this is not an estimate for silica. For unequal masses the three particles share a common velocity at threshold, which gives $E_{\rm gap}(2m_e+m_h)/(m_e+m_h)$. With $m_h=10m_e$ this is only 1.09 gaps, and $\alpha$ falls to 0.58 of its value.

The threshold may also be soft. Let ionization above $E_{\rm th}$ take a mean distance $l$ in competition with collisions. Past $L$, ionization wins with probability $\lambda/(\lambda+l)$, and the mean extra distance is $\lambda l/(\lambda+l)$. Dividing the mean distance per attempt by its success probability gives

$$D=\frac{\lambda(1-q)+q\lambda l/(\lambda+l)}{q\lambda/(\lambda+l)}=(\lambda+l)(e^s-1)+l .$$

For $l=\lambda$ the example's coefficient is halved.

In the reset model, temperature enters mainly through $\lambda$. If $\lambda$ is 1.5 nm at 300 K and varies as $1/(1+2N)$, with $N$ the Bose occupation of a 63 meV phonon, it is 1.34 nm at 378 K and $\alpha$ falls to 0.54 of its value. If every reset leaves the electron with $\tfrac32k_BT=0.049$ eV instead of zero, $\alpha$ rises by 3%. The first factor should not be carried over to silica. The scaling describes a scattering length, whereas emission and absorption occur in proportion to $N+1$ and $N$. Their difference, which sets the mean energy loss per unit length of path, does not depend on $N$. In the phonon-loss balance above, with absorption included and motion always forward, $\alpha$ would therefore hardly change with temperature. In silica collisions also turn the electron. More frequent collisions then lengthen its path per unit distance along the field, so it loses more energy over that distance and $\alpha$ can fall as the film warms.

These factors were each found with the other settings held fixed, and they should not be multiplied together. The formula can certify a reset simulation to a fraction of a percent, but it does not predict the coefficient of silica: in the example, replacing the full reset by small phonon losses, with motion still forward, raises $\alpha$ about 60 times.
